How a diffusion-limited leveller smooths a sinusoidal copper surface

**Definitions and conventions**

Copper is plated upward into a liquid. With y measured from the mean position of the surface, the surface is at

h(x,t) = a(t) cos kx,  k = 2π/λ,

where λ is the wavelength and a > 0 the amplitude. Crests are at cos kx = 1 and troughs at cos kx = −1. The roughness is shallow: ka ≪ 1 and a ≪ δ, where δ is the thickness of the stagnant layer in which the leveller moves by diffusion.

The outer edge of this layer is taken as flat, at y = δ, and it moves up with the mean surface. There the leveller concentration c has its bulk value c_b. Diffusion is fast compared with the motion of the surface, so c obeys Laplace's equation, ∇²c = 0. Diffusion-limited means that every leveller molecule reaching the copper is captured, so c = 0 on the surface. The leveller flux J into the copper is counted positive:

J = D ∂c/∂n,

with D the diffusivity and n the normal pointing into the liquid. For a flat surface c = c_b y/δ, and therefore J₀ = D c_b/δ.

Captured molecules block growth until they are converted to products that neither block nor adsorb again. (Simple desorption would return leveller to the liquid and leave no steady net flux.) If Γ is the density of adsorption sites and β the rate constant for removal of adsorbed leveller, the balance of capture and removal gives the local coverage

θ = J/(Γβ).

The growth speed along the normal is V = v_free(1 − θ), where v_free is the speed without leveller. The flat surface has coverage θ₀ = J₀/(Γβ) < 1 and speed v = v_free(1 − θ₀). Copper supply and electrode potential are taken as uniform for now.

The strength of suppression is measured by the sensitivity S = −d ln V/d ln J, taken at the flat state. Since θ is proportional to J, dθ = θ₀ d ln J, while d ln V = −dθ/(1 − θ₀). Hence

S = θ₀/(1 − θ₀).

The result to be derived, to first order in a, is

V(x) = v[1 − S K a cos kx],  K = k coth kδ,
da/dt = −S K v a.

The crests grow more slowly than a flat surface and the troughs faster. At this order the mean speed is unchanged. What becomes negative is the growth rate of the roughness.

**First derivation: solving for the disturbed concentration**

Write c = c_b y/δ + c₁, where c₁ is of order a. Both c and the flat solution satisfy Laplace's equation, so c₁ does too. At the outer edge the flat solution already equals c_b, so c₁ = 0 at y = δ. On the copper, c = 0 requires

c_b h/δ + c₁(x,h) = 0.

Because c₁ is already of order a, moving its argument from y = h to y = 0 changes it by order a². To first order,

c₁(x,0) = −(c_b a/δ) cos kx.

A function proportional to cos kx satisfies Laplace's equation if its y-dependence f obeys f″ = k²f. The solution that vanishes at y = δ and has the required value at y = 0 is

c₁ = −(c_b a/δ) cos kx · sinh k(δ − y)/sinh kδ.

The minus sign says that, at a given height, the liquid above a crest is poorer in leveller, because the absorbing surface is closer.

The normal derivative on the curved surface is

∂c/∂n = (∂c/∂y − h′ ∂c/∂x)/√(1 + h′²).

Both h′ and ∂c/∂x are of order a, so their product is of order a², as is the correction from the square root. To first order J = D ∂c/∂y. The flat solution contributes c_b/δ at every height. For the other part, d/dy of sinh k(δ − y) is −k cosh k(δ − y), and the two minus signs cancel:

∂c₁/∂y at y = 0 = (c_b a/δ) k coth kδ cos kx.

Thus

J = J₀[1 + K a cos kx].

The crest receives more leveller. Expanding V about J₀ with the definition of S,

V = v[1 − S(J − J₀)/J₀] = v[1 − S K a cos kx].

The vertical speed of the surface is V√(1 + h′²), which equals V to first order. Its mean part v raises the whole surface. The part proportional to cos kx changes the amplitude, so da/dt = −S K v a. With the flat-surface deposit H = vt,

a = a₀ exp(−S K H).

The deposit needed to reduce the amplitude by a factor e is 1/(SK).

Two limits show what K means. For long waves, kδ ≪ 1, coth kδ ≈ 1/(kδ) and K → 1/δ. The diffusion layer over a crest is then simply thinner, and D c_b/(δ − a) ≈ J₀(1 + a/δ). For short waves, kδ ≫ 1, coth kδ → 1 and K → k. The disturbance in concentration dies out within a distance of about 1/k, and the outer edge no longer affects the relative flux excess.

**Second derivation: a balance over the curved surface**

The amplitude equation can also be found without solving for c₁. Let w be any function that satisfies Laplace's equation, has period λ in x and vanishes at y = δ. Then

∇·(w∇c − c∇w) = w∇²c − c∇²w = 0.

Integrate this over one wavelength of the liquid between the curved copper and the outer edge. The divergence theorem turns it into a boundary integral, in which the two vertical sides cancel by periodicity. On the copper c = 0, and the outward normal of the liquid points into the metal, so the derivative of c along it is −J/D. At the outer edge w = 0 and c = c_b. What remains is

−(1/D)∫ w J ds − c_b ∫ ∂w/∂y dx = 0,

with the first integral along the copper and the second along y = δ. Define the flux per unit projected length, j = J√(1 + h′²), so that J ds = j dx, and let ⟨ ⟩ denote the average over a wavelength.

First choose w = cos kx · sinh k(δ − y)/sinh kδ. At y = δ its y-derivative is proportional to cos kx, which integrates to zero. Therefore

⟨j cos kx · sinh k(δ − h)/sinh kδ⟩ = 0.

No expansion in a has been made so far. The weight multiplying cos kx is smaller on crests than in troughs, so the flux must be larger on crests for the average to vanish. Now expand the weight:

sinh k(δ − h)/sinh kδ = cosh kh − coth kδ sinh kh = 1 − K h + O(a²).

In the term containing h, j may be replaced by J₀, since the difference is of order a. With h = a cos kx and ⟨cos² kx⟩ = 1/2,

⟨j cos kx⟩ = K J₀ a ⟨cos² kx⟩ = K J₀ a/2.

The blocking law now gives the vertical speed directly:

V√(1 + h′²) = v_free[√(1 + h′²) − θ₀ j/J₀].

The rate of change of the amplitude is twice the average of this speed times cos kx. The square root is 1 + (a²k²/2) sin² kx to second order, and neither term has a component along cos kx. Hence

da/dt = −2 v_free θ₀ (K a/2) = −v_free θ₀ K a.

Since v_free = v/(1 − θ₀), the product v_free θ₀ is vS, and da/dt = −S K v a as before.

To recover the local speed as well, replace k in w by mk, with m = 2, 3, and so on. The first-order term then contains ⟨cos kx cos mkx⟩ = 0. Replacing the cosine in w by a sine also gives zero. The remaining choice, w = δ − y, has ∂w/∂y = −1 and yields

⟨(1 − h/δ) j⟩ = J₀.

To first order this makes the mean flux J₀. So cos kx is the sole first-order variation of the flux, and V(x) follows.

The last relation also gives the mean flux to second order:

⟨j⟩ = J₀ + (a/δ)⟨j cos kx⟩ = J₀[1 + K a²/(2δ)].

Averaging the vertical speed, with ⟨√(1 + h′²)⟩ = 1 + k²a²/4, gives

mean speed/v = 1 + a²[k²/4 − θ₀K/(2δ)]/(1 − θ₀).

The first term in the bracket comes from the greater length of a curved surface that grows along its normal. The second comes from the extra leveller captured. Their difference can have either sign.

**What each derivation assumes**

Both use steady diffusion, complete capture, a flat outer edge and shallow roughness. They use the shallowness differently. The first continues c₁ from the real surface to y = 0, which inside a crest lies in the metal. The second stays in the liquid and expands a known weight instead of the unknown concentration.

The first needs the growth law only through its slope S, so it holds for any smooth dependence of speed on leveller flux. The second, as written, uses the linear blocking law, and in return it gives the mean speed to second order with little extra work. It also relies on c = 0 on the copper, which removes one boundary term. When the surface concentration is not zero, the first method is easier to extend, as the next two cases show.

**When copper is depleted too**

A crest also reaches into liquid richer in copper, which favours its growth. Let the copper concentration C have diffusivity D_c and bulk value C_b, and let growth be first order in surface copper. The same layer thickness δ is used for copper as for the leveller, although in a stirred bath the faster-diffusing species has the thicker layer. S is now defined at fixed surface copper. If p is the ratio of the plating current to the diffusion-limited current, the flat state has surface concentration C_s = (1 − p)C_b and gradient G = pC_b/δ. Define

g = G/C_s = p/[(1 − p)δ].

Let the disturbed copper concentration be

C = C_s + Gy + aB cos kx · sinh k(δ − y)/sinh kδ.

At the surface it differs from C_s by a(G + B) cos kx. The copper flux changes by −D_c K a B cos kx, relative to D_c G. Writing the relative change of growth speed as χ a cos kx gives χ = −KB/G, or B = −χG/K. The growth law requires

χ = −SK + (G + B)/C_s = −SK + g − χg/K.

Collecting the terms in χ,

χ = K(g − SK)/(K + g).

The roughness decays if S > g/K. Because tanh kδ ≤ kδ, K is never below 1/δ, so S > p/(1 − p) is sufficient at every wavelength in this model.

**When capture is not instantaneous**

Suppose J = k_a(1 − θ)c_s, where c_s is the leveller concentration at the copper and k_a the capture constant. Let the relative flux change be χ_L a cos kx. Put M = k_a(1 − θ₀)/D, the ratio of the flat gradient to the flat surface concentration. As for copper, the relative change of c_s is M(1 − χ_L/K) a cos kx. The free-site fraction changes by −θ₀χ_L/(1 − θ₀) in the same measure. Therefore

χ_L = M(1 − χ_L/K) − θ₀χ_L/(1 − θ₀),
χ_L[1/(1 − θ₀) + M/K] = M,
χ_L = K/(1 + ε),  ε = DK/[k_a(1 − θ₀)²].

At fixed flat coverage, slower capture weakens levelling, most strongly at short wavelengths.

**A worked example**

Take δ = 30 µm, λ = 100 µm, a₀ = 2 µm and a flat-surface deposit H = 20 µm. The current density is 10 mA/cm². With molar mass 63.55 g/mol, density 8.96 g/cm³ and two electrons per copper atom,

v = 0.010 × 63.55/(2 × 96485 × 8.96) cm/s = 3.675 nm/s,

so the deposit takes 90.7 min. For the leveller take D = 1.0×10⁻⁶ cm²/s, c_b = 10 µM = 1.0×10⁻⁸ mol/cm³, Γ = 5.0×10⁻¹¹ mol/cm² and β = 0.20 s⁻¹. Then

J₀ = 10⁻⁶ × 10⁻⁸/(3×10⁻³) = 3.33×10⁻¹² mol/(cm² s),
θ₀ = 3.33×10⁻¹²/(5.0×10⁻¹¹ × 0.20) = 0.333,
S = 0.333/0.667 = 0.500.

The geometry gives k = 0.06283 µm⁻¹, kδ = 1.885 and K = 0.06283 × 1.0472 = 0.0658 µm⁻¹. A crest receives Ka₀ = 13.2% more leveller than a flat surface and initially grows 6.6% more slowly. The final amplitude is

a = 2 exp(−0.500 × 0.0658 × 20) = 1.04 µm.

The same model can be solved on the curved surface without assuming small a. Laplace's equation was discretized by Fourier collocation in x and Chebyshev collocation in y, and the shape was advanced by a fourth-order Runge–Kutta method. The initial speed change is −6.85% at the crest and +6.33% at the trough; the linear law gives 6.58% for both magnitudes. The mean speed rises by 0.37%, as the second-order formula also gives. The final cos kx component is 1.033 µm, against 1.036 µm from the linear law; a cos 2kx component of about 0.035 µm also develops.

With δ and S held fixed, the deposit needed for a factor e is 6.4 µm at λ = 20 µm, 30.4 µm at 100 µm, 57.3 µm at 500 µm and 59.8 µm at 2000 µm. The last two approach the long-wave value δ/S = 60 µm. That limit depends on the flat outer edge. If the edge instead follows the wave, the layer has the same thickness everywhere and K is replaced by k tanh(kδ/2), which vanishes as kδ → 0. It is 70% of the flat-edge value at 100 µm, 7% at 500 µm and 0.4% at 2000 µm.

For copper at 0.50 M with D_c = 5.0×10⁻⁶ cm²/s, and with migration in the electric field neglected, the limiting current density is 2F D_c C_b/δ = 161 mA/cm², where F is the Faraday constant. Thus p = 0.062 and g = 0.00221 µm⁻¹. At the same flat speed, χ changes from −0.0329 to −0.0297 µm⁻¹, about 10% weaker, and the final amplitude becomes 1.10 µm. Levelling at this wavelength needs S > 0.034; S > 0.066 suffices at all wavelengths. For finite capture, ε = 0.05 corresponds to k_a = 0.030 cm/s.

Other effects are small here. Stretching of the growing crest dilutes the adsorbed leveller at a relative rate vk²a, to be compared with β. This offsets vk²/(βK) = 0.11% of the flux effect. The decay rate SKv = 1.21×10⁻⁴ s⁻¹ is 0.06% of β, so coverage follows the flux closely. The ratios vδ/D and SKvδ²/D are both about 10⁻³, which supports steady diffusion. For a conductivity of 0.50 S/cm, the ohmic voltage over a₀ at the flat-surface current density is 4 µV. With transfer coefficient 0.5 at 298 K, the extra crest growth driven by a voltage of this size is well below 1% of the leveller effect.

**Relation to real plating**

The current, copper concentration and layer thickness are rough typical values for acid copper plating of circuit boards. The leveller values are round model parameters, not properties of a named additive. Real baths also contain suppressors, accelerators and chloride, whose interactions are absent here, and steep-walled vias lie outside the shallow-roughness theory.

The removal law matters most among the changes sized here. If leveller is instead buried by the growing copper, removal is proportional to θV, and the balance becomes θ(1 − θ) ∝ J. Differentiation gives (1 − 2θ₀)dθ = θ₀(1 − θ₀) d ln J. Since d ln V = −dθ/(1 − θ₀),

S = θ₀/(1 − 2θ₀).

At the same coverage of one third, S rises from 0.5 to 1.0. For an initial amplitude of 1 µm, the linear final amplitude then falls from 0.52 µm to exp(−1.0 × 0.0658 × 20) = 0.27 µm.

The 2 µm roughness of the worked example is at first too large for this steady balance. The product θ(1 − θ) cannot exceed 1/4, and at θ₀ = 1/3 it is 2/9, so a steady coverage exists only where the flux excess is at most 12.5%. The crests of the example receive 13.2% more leveller in the linear theory and 13.7% on the curved surface. If the shape were held fixed, their coverage would climb towards one and growth there would nearly stop. On a moving surface the slower crests also fall back towards the mean level, which lowers their flux excess and can restore a steady coverage before that happens. Deciding between the two outcomes requires following coverage and shape together in time. As θ₀ approaches 1/2, S diverges, the permitted excess shrinks to zero and the linear theory fails. The geometric factor K is unchanged, but a prediction for a real bath needs a measured sensitivity of growth speed to leveller flux.

Numerical values quoted here were computed with a short program.
